# Copper-Ion Depletion in a Reacting Via and Its Thiele Modulus, part 2

A cylindrical via of radius \(R\), depth \(L\) and aspect ratio \(A=L/R\) is open at \(z=0\) to a copper electrolyte, with concentration \(c_0\) held across the mouth. Cupric ions diffuse in with coefficient \(D\) and plate at rate \(kc\) per unit area on the sidewall and \(\kappa kc\) on the floor; \(\kappa=0\) means an inert floor. Here \(k=k_0\exp(a\eta/T)\), with overpotential \(\eta\) and temperature \(T\) written as energies. Numbers are in angstrom, electronvolt and second. Let \(x=z/L\) and \(B=kR/D\).

The first derivation, a slice balance, relates the section average \(\bar c\) to the wall value \(c_w\):

\[
D\bar c''=\frac{2k}{R}c_w,\qquad \bar c-c_w=\frac{B}{4}c_w .
\]

For \(B\ll1\) it gives

\[
\frac{\bar c(x)}{c_0}=
\frac{\cosh\phi(1-x)+\kappa\beta\sinh\phi(1-x)}
{\cosh\phi+\kappa\beta\sinh\phi},
\]

with \(m^2=2k/(RD)\), \(\phi=mL=A\sqrt{2B}\) and \(\beta=k/(Dm)=\phi/(2A)\). With an inert floor, \(\bar c(L)/c_0=\operatorname{sech}\phi\).

The second derivation uses radial modes \(f_n=J_0(\lambda_n\rho)\), \(\rho=r/R\), where the \(\lambda_n\) are the positive roots of

\[
\lambda J_1(\lambda)=BJ_0(\lambda).
\]

With angle brackets for disc averages,

\[
\frac{\bar c}{c_0}=\sum_nw_ng_n(x),\qquad
w_n=\frac{\langle f_n\rangle^2}{\langle f_n^2\rangle},
\qquad \sum_nw_n=1 .
\]

Each \(g_n\) is the profile above with \(\phi,\beta\) replaced by \(\phi_n=A\lambda_n\), \(b_n=B/\lambda_n\).

However fast its kinetics, the floor's initial rate cannot exceed \(Dmc_0/\sinh\phi\). Matching the mouth wall's initial rate requires \(\kappa>\cosh\phi/(1-\beta\sinh\phi)\), with \(\beta\sinh\phi<1\). To reach the mouth before it closes, the floor must advance on average at least \(A\) times as fast as the mouth wall.

The example via has \(R=25000\) Å, \(L=500000\) Å, \(D=5\times10^{10}\) Å\(^2\)/s, \(k_0=200\) Å/s, \(a=0.5\) and \(T=0.02569\) eV. At 0.08 eV, \(k=949\) Å/s and \(\phi=0.616\); at 0.15 eV, \(k=3705\) Å/s and \(\phi=1.22\). Its tabulated depth profiles use \(\kappa=1\). A smaller via, with radius 500 Å and depth 5000 Å, has \(\phi=0.086\) at 0.15 eV.

### The lowest mode gives the same modulus

For small \(B\), the lowest root is small. Using

\[
J_0=1-\frac{\lambda^2}{4}+\cdots,\qquad
\lambda J_1=\frac{\lambda^2}{2}-\frac{\lambda^4}{16}+\cdots
\]

and writing \(s=\lambda_0^2\), the wall condition becomes

\[
\frac s2=B-\frac{Bs}{4}+\frac{s^2}{16}+\cdots .
\]

The leading solution is \(s=2B\). Inserting it on the right gives \(s/2=B-B^2/2+B^2/4\), and hence

\[
\lambda_0^2=2B\left(1-\frac B4+\cdots\right).
\]

At leading order, \(\lambda_0^2/R^2=2B/R^2=2k/(RD)=m^2\). Also \(\phi_0=A\sqrt{2B}=\phi\), and \(b_0=B/\lambda_0=\sqrt{B/2}=\beta\). The lowest mode reproduces the profile from the slice balance, including its floor term.

The other modes contribute little. For small \(B\), \(f_0\simeq1-B\rho^2/2\). The variance of \(\rho^2\) over a disc is \(1/12\), so the variance of \(f_0\) is \(B^2/48\), and \(w_0\simeq1-B^2/48\). The weights are positive and add to one, while each \(g_n\) lies between zero and one. All higher modes together therefore change \(\bar c/c_0\) by at most about \(B^2/48\). They describe a thin adjustment near the mouth, where a flat radial profile turns into the slightly curved one needed by the reacting wall.

The first correction thus comes from the root: \(m\) and \(\phi\) are lowered by the fraction \(B/8\). Keeping \(c_w=\bar c/(1+B/4)\) in the slice balance gives \(\lambda_0^2=2B/(1+B/4)\), which agrees to this order. At \(B=0.2\), the root gives \(\lambda_0^2=0.3807\), the corrected balance 0.3810, and the leading formula 0.4000.

For an inert floor, the derivative of \(\ln\operatorname{sech}\phi\) is \(-\tanh\phi\). The correction therefore raises the floor concentration by the relative amount \((B/8)\phi\tanh\phi\). At \(\phi=1\) and \(A=20\), \(B=1/800\), and the predicted rise is \(1.2\times10^{-4}\) relative to the leading value. A numerical solution in both coordinates gives 0.64813 against 0.64805 from \(\operatorname{sech}1\), a rise of that size.

### What the two derivations assume

Both derivations need dilute ions, negligible migration and flow, first-order irreversible deposition, a steady concentration and a fixed concentration over the mouth. If any of these fails, agreement between the two is no protection.

The slice balance adds the assumption that wall and average concentrations are nearly equal. In return it needs little geometry. A slowly varying radius or a rate constant that changes with depth can be inserted directly, although the simple hyperbolic solution is then lost. Its weakness is that the balance alone does not give its own error, for which a radial profile had to be supplied.

The mode expansion does not need a small \(B\) or a slender via. It does need a straight circular cylinder, linear kinetics and rate constants that are uniform over the sidewall and over the floor. Without them the variables do not separate in this way. It shows that \(B\ll1\) controls the averaging. In a very deep via, \(\phi B/8\ll1\) is also needed if the remote concentration is to have a small relative error, because a small error in \(m\) accumulates in an exponential.

Once the walls have plated unevenly, the via is no longer a straight cylinder. The slice balance is then the useful form.

### Why the mouth closes first

Let the local radius be \(R(z,t)\), initially \(R_0\), and let each deposited atom occupy volume \(\Omega\). For a gentle taper, \(|\partial R/\partial z|\ll1\), the ion balance and the wall motion are

\[
D\frac{\partial}{\partial z}\left(R^2\frac{\partial c}{\partial z}\right)=2Rkc,
\qquad
\frac{\partial R}{\partial t}=-\Omega kc .
\]

Define \(r=R/R_0\), now a scaled wall radius, together with \(y=c/c_0\), \(\tau=\Omega kc_0t/R_0\) and \(\phi_0=L\sqrt{2k/(R_0D)}\). With primes for derivatives with respect to \(x\),

\[
(r^2y')'=\phi_0^2ry,\qquad
\frac{\partial r}{\partial\tau}=-y,\qquad
y(0)=1,\quad y'(1)=0 .
\]

The last condition describes an inert floor. The steady balance is justified by the small ratio of ion density to metal density. At fixed shape, wall reaction removes a concentration disturbance at a rate of at least \(2k/R_0\), even if the mouth is narrow. The corresponding time, divided by the closure time \(R_0/(\Omega kc_0)\), is \(\Omega c_0/2\). With \(\Omega=12\) Å\(^3\) and \(c_0=3.6\times10^{-4}\) Å\(^{-3}\), this is 0.002.

At the mouth \(y=1\), so \(r(0,\tau)=1-\tau\), and closure occurs at \(\tau=1\). Inside, \(y\) is positive, and integrating the ion balance from \(x\) to the floor gives

\[
r^2y'=-\phi_0^2\int_x^1ry\,d\xi<0 \qquad (x<1),
\]

with \(\xi\) the depth variable of integration. Thus \(y<1\) for \(x>0\), and

\[
r(x,1)=1-\int_0^1y(x,\tau)\,d\tau>0 .
\]

In an initially straight via with equal wall kinetics and the mouth held at \(c_0\), the mouth closes first for every \(\phi_0>0\). A small modulus makes the remaining cavity small, but does not remove it within this continuum model. Nearly uniform filling and mouth closure over a large void are therefore two ends of a continuous range.

A floor that plates with the same kinetics does not change this conclusion when \(A>1\). It still leaves \(y<1\) inside, and it can rise by at most \(R_0\) before the mouth closes, which leaves a cavity above it. The void sizes below are for an inert floor.

### Depletion grows during closure

If depletion is weak, put \(r\simeq1-\tau\) in the ion balance. Then \(y''=\phi_0^2/(1-\tau)\), and two integrations with the stated boundary conditions give

\[
y=1-\frac{\phi_0^2}{1-\tau}\left(x-\frac{x^2}{2}\right).
\]

The instantaneous modulus is \(\phi_0/\sqrt{1-\tau}\): narrowing cuts the diffusive supply in proportion to \(R^2\), but the wall demand in proportion to \(R\). Integrating \(-y\) over \(\tau\) gives

\[
r\simeq1-\tau+\phi_0^2\left(x-\frac{x^2}{2}\right)
\ln\frac1{1-\tau}.
\]

This holds while \(1-\tau\) is much larger than both \(\phi_0^2\) and \(\phi_0^2\ln[1/(1-\tau)]\): the first keeps \(y\) close to one, the second keeps \(r\) close to \(1-\tau\). It cannot be continued to closure, however small the initial modulus.

A bound can be proved without assuming weak depletion. Let \(Y=\partial y/\partial\tau\). Differentiating the ion balance with respect to \(\tau\), and using \(\partial r/\partial\tau=-y\), gives

\[
(r^2Y')'-\phi_0^2rY=(2ryy')'-\phi_0^2y^2 .
\]

Write \(2ryy'=2(r^2y')(y/r)\) and use the ion balance when differentiating the first factor:

\[
(2ryy')'=2\phi_0^2y^2+2r^2y'\left(\frac yr\right)' .
\]

The right-hand side of the equation for \(Y\) is therefore

\[
\phi_0^2y^2+2r^2y'\left(\frac yr\right)'>0 .
\]

The sign follows because \(y\) decreases inward and, as a result, \(r\) does not, so \(y'\) and \((y/r)'\) are both nonpositive. At a positive interior maximum of \(Y\), the left-hand side would be negative, a contradiction. At the floor \(Y'=0\). A positive maximum there would require \(Y''>0\), making \(Y\) larger just above the floor, again a contradiction. Since \(Y=0\) at the mouth, \(Y\le0\) everywhere.

The concentration at each scaled depth therefore never rises above its initial value \(\cosh\phi_0(1-x)/\cosh\phi_0\). Integrating the wall motion up to closure gives

\[
r(x,1)\ge1-\frac{\cosh\phi_0(1-x)}{\cosh\phi_0}.
\]

The fraction of the original via volume left open is \(v=\int_0^1r(x,1)^2dx\). To square and integrate the bound, use

\[
\int_0^1\cosh\phi_0(1-x)\,dx=\frac{\sinh\phi_0}{\phi_0},
\]
\[
\int_0^1\cosh^2\phi_0(1-x)\,dx
=\frac12+\frac{\sinh\phi_0\cosh\phi_0}{2\phi_0}.
\]

The cross term contributes \(-2\tanh\phi_0/\phi_0\), and the square contributes \(\frac12\operatorname{sech}^2\phi_0+\tanh\phi_0/(2\phi_0)\). Therefore

\[
v\ge1-\frac32\frac{\tanh\phi_0}{\phi_0}
+\frac12\operatorname{sech}^2\phi_0 .
\]

For small \(\phi_0\), the radius bound is \(\phi_0^2(x-x^2/2)\). The integral of \((x-x^2/2)^2\) is \(1/3-1/4+1/20=2/15\), so the void bound tends to \(2\phi_0^4/15\).

### The size of the void

Numerical integration of the moving-wall equations gives void fractions of 0.007, 0.044, 0.20 and 0.49 for \(\phi_0=0.25\), 0.5, 1 and 2. The corresponding lower bounds are 0.0005, 0.007, 0.07 and 0.31. The bound lies well below the void at small modulus because it retains the initial concentration profile and omits the further depletion caused by narrowing. The detailed values are in the numerical output. The gentle-taper assumption fails at the mouth just before closure. For \(A=20\) and \(\phi_0=1.22\), the wall slope there reaches one when the open mouth radius is about 0.25 percent of \(R_0\). No wall can then advance by more than that amount before closure, so the void fraction is hardly affected.

For the via of radius 25000 Å, the mouth wall at 0.15 eV advances at \(12\times3705\times3.6\times10^{-4}=16\) Å/s and closes after about 1600 s. The calculated void fraction is 0.27, with a lower bound of 0.11. At 0.08 eV the wall speed is 4.1 Å/s, the closure time about 6100 s and the void fraction 0.07. Lower overpotential reduces the void, but lengthens the plating time. These figures are for diffusion alone. The assumed \(c_0\) is about 0.6 mol/L, and an acid content of one or two mol/L is then not a large excess. In dilute-solution theory, migration in such a sulfate electrolyte raises the limiting flux of cupric ions by roughly 10 to 60 percent, and their effective diffusion coefficient near \(c_0\) by between about 20 percent and a factor of two. The larger values apply to less acid and to sulfate present mostly as bisulfate. The accompanying potential drop makes \(k\) a few percent smaller towards the floor. In baths used for filling, \(k\) and \(\kappa\) are moreover set by adsorbed additives whose coverage changes with depth and time, which a uniform \(k\) and a constant \(\kappa\) do not describe. The figures therefore illustrate the model and do not predict a particular bath.

For the smaller via, with \(\phi_0=0.086\), the lower bound is \(7\times10^{-6}\). This is not an estimate of its void. It shows that equal wall kinetics still leave a cavity in the model even when initial plating is nearly uniform. At the floor the bound on the cavity radius is \(500(1-\operatorname{sech}0.086)\simeq2\) Å, which is below the scale where a continuum model applies, so the bound does not establish a cavity in a real via of this size. To fill a via from below, the floor must reach the mouth before the mouth wall closes. The diffusion limit on the initial floor rate, relative to the mouth-wall rate, is \(2A/(\phi\sinh\phi)\). For the small via this is about 2700, far above the required average of 10, so cupric-ion depletion is not the obstacle there. For the large via at 0.15 eV it is about 21, close to the required average of 20, so depletion matters. This comparison alone does not decide whether the large via can be filled, because the limit changes as the rising floor shortens the diffusion path and the walls narrow it.

## Calculated quantities

```
via radius 25000 angstrom
via depth 500000 angstrom
depth/radius 20.0
diffusion coefficient 5.00e+10 angstrom^2/s
rate constant at zero overpotential 200.0 angstrom/s
transfer coefficient 0.50
mouth concentration 3.60e-04 ions/angstrom^3
volume per deposited atom 12.0 angstrom^3
temperature 298.15 K; thermal energy 0.02569 eV
radial test B 0.20: exact lambda^2 0.380658, corrected 0.380952, leading 0.400000
overpotential 0.08 eV: k 948.8 angstrom/s, B 4.744e-04, phi 0.6160
  c/c0 at x=0.25,0.50,0.75,1.00: 0.9254, 0.8729, 0.8411, 0.8292
  largest profile difference from 2D solve 1.64e-05
  mouth wall speed 4.099 angstrom/s; closure time 6099.4 s
  diffusion/closure time ratio 8.20e-04; reverse/forward at floor 2.38e-03
  inert-floor void fraction 0.0727; lower bound 0.0144
overpotential 0.15 eV: k 3705.0 angstrom/s, B 1.853e-03, phi 1.2174
  c/c0 at x=0.25,0.50,0.75,1.00: 0.7847, 0.6426, 0.5605, 0.5308
  largest profile difference from 2D solve 1.24e-04
  mouth wall speed 16.006 angstrom/s; closure time 1561.9 s
  diffusion/closure time ratio 3.20e-03; reverse/forward at floor 1.60e-05
  inert-floor void fraction 0.2691; lower bound 0.1145
required floor/wall rate-constant ratio 1.9276
2D floor/mouth rate at that ratio 1.00023
largest phi that floor acceleration can overcome 3.2156
2D floor/mouth rate there for a very fast floor 1.0036
depletion length at 0.15 eV 410718 angstrom = 776145 bohr
small via: radius 500 angstrom, depth 5000 angstrom, phi 0.0861
small via void-fraction lower bound 7.28e-06
overpotential for phi=1 0.12978 eV = 0.004770 hartree
inert-floor c/c0 at phi=1: formula 0.64805, 2D 0.64813
phi for 5 percent floor-rate loss 0.3230; 2D c/c0 0.95000
weak-depletion test phi 0.10, tau 0.50: largest gain 0.003466, error 2.23e-05
inert-floor closure: phi, void fraction, lower bound, floor radius/R0
  0.25  0.00661  0.00050  0.1043
  0.50  0.04409  0.00687  0.2662
  1.00  0.19530  0.06760  0.5508
  2.00  0.48642  0.31230  0.8440
void bound/(2 phi^4/15) at phi=0.05: 0.99798
```
